**Resonant level under bias: digamma formulas against quadrature and time evolution**

A level of energy $\varepsilon_0$, coupled to wide-band leads with broadenings $\Gamma_L$ and $\Gamma_R$ (sum $\Gamma$), has the distribution $F=(\Gamma_Lf_L+\Gamma_Rf_R)/\Gamma$, where $f_\alpha$ is the Fermi function of lead $\alpha$. Its occupation is $n=(\Gamma_Ln_L+\Gamma_Rn_R)/\Gamma$ and its current is $I=(e/\hbar)(\Gamma_L\Gamma_R/\Gamma)(n_L-n_R)$. Here $n_\alpha=\frac12-\mathrm{Im}\,\psi(z_\alpha)/\pi$ and $z_\alpha=\frac12+[\Gamma/2+i(\varepsilon_0-\mu_\alpha)]/(2\pi k_BT_\alpha)$, with digamma function $\psi$, chemical potential $\mu_\alpha$ and temperature $T_\alpha$. The program asserts that these formulas agree with quadrature of the Keldysh integrals for three parameter sets, two of them with unequal lead temperatures. It also evolves a level coupled to finite leads and asserts that $F$ at five energies, and $n$ and $I$ extrapolated to infinite bandwidth, agree with the formulas within stated tolerances. Further assertions cover the series used in the derivation, the limits of low temperature, weak coupling and large bias, and the linear conductance. For the worked example the output shows $n=0.6117$ and $I=12.619$ nA from both the digamma formulas and quadrature, and $0.6117$ and $12.619$ nA from the extrapolated evolution. The weak-coupling formula gives $0.728$ and $17.71$ nA for the same parameters.

## Numerical verification

```python
"""Resonant level between two wide-band leads under bias (one spin species).

Results under test, with A(E) = Gamma / ((E - e0)^2 + Gamma^2/4):
  distribution  F = (Gamma_L f_L + Gamma_R f_R) / Gamma,  G^< = i A F
  occupation    n = sum_a (Gamma_a/Gamma) n_a,  n_a = 1/2 - Im psi(z_a)/pi
  current       I = (e/hbar) (Gamma_L Gamma_R/Gamma) (n_L - n_R)
  z_a = 1/2 + (Gamma/2 + i (e0 - mu_a)) / (2 pi kB T_a)
Gamma_a: broadening by lead a; mu_a, T_a: its chemical potential, temperature;
e0: level energy; psi: digamma function. I > 0: electrons go from L to R.
Energies are in meV and times in hbar/meV inside the program.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import digamma, expit

MEV = 1e-3 * const.e
KB = const.k / MEV                                # meV per kelvin
NANOAMP = const.e * MEV / const.hbar * 1e9        # nA per (meV/hbar)


def fermi(energy, mu, kt):
    return expit(-(energy - mu) / kt)


def z_argument(e0, gamma, mu, kt):
    return 0.5 + (gamma / 2 + 1j * (e0 - mu)) / (2 * np.pi * kt)


def lead_occupation(e0, gamma, mu, kt):
    return 0.5 - digamma(z_argument(e0, gamma, mu, kt)).imag / np.pi


def closed_forms(e0, gl, gr, mul, mur, ktl, ktr):
    """Occupation and particle current (meV/hbar) from digamma functions."""
    g = gl + gr
    nl = lead_occupation(e0, g, mul, ktl)
    nr = lead_occupation(e0, g, mur, ktr)
    return (gl * nl + gr * nr) / g, gl * gr / g * (nl - nr)


def keldysh_quadrature(e0, gl, gr, mul, mur, ktl, ktr):
    """Occupation and currents out of L and R from Green functions."""
    half = (gl + gr) / 2

    def integrands(theta):
        energy = e0 + half * np.tan(theta)
        jacobian = half / np.cos(theta) ** 2
        fl, fr = fermi(energy, mul, ktl), fermi(energy, mur, ktr)
        g_ret = 1 / (energy - e0 + 1j * half)
        g_adv = np.conj(g_ret)
        s_less = [1j * gl * fl, 1j * gr * fr]
        s_more = [-1j * gl * (1 - fl), -1j * gr * (1 - fr)]
        g_less = g_ret * sum(s_less) * g_adv
        g_more = g_ret * sum(s_more) * g_adv
        flows = [(s_less[a] * g_more - s_more[a] * g_less).real
                 for a in (0, 1)]
        values = (g_less.imag, flows[0], flows[1])
        return [v * jacobian / (2 * np.pi) for v in values]

    marks = [np.arctan((m - e0) / half) for m in (mul, mur)]
    return [quad(lambda th: integrands(th)[i], -np.pi / 2, np.pi / 2,
                 points=marks, limit=400, epsabs=1e-11, epsrel=1e-10)[0]
            for i in range(3)]


# Worked example: round model parameters
GL, GR, E0, MUL, MUR, TEMP = 0.30, 0.10, 0.20, 0.50, -0.50, 1.0
G = GL + GR
KT = KB * TEMP
example = (E0, GL, GR, MUL, MUR, KT, KT)
n_closed, j_closed = closed_forms(*example)

# Closed forms against quadrature, including unequal lead temperatures
cases = [example, (-0.3, 0.2, 0.5, 0.4, -0.1, 0.05, 0.30),
         (0.7, 0.05, 0.02, 0.2, 0.9, 0.20, 0.08)]
for case in cases:
    n_c, j_c = closed_forms(*case)
    n_q, jl_q, jr_q = keldysh_quadrature(*case)
    assert abs(n_c - n_q) < 1e-8
    assert abs(j_c - jl_q) < 1e-8 and abs(jl_q + jr_q) < 1e-8
n_quad, j_quad, _ = keldysh_quadrature(*example)

# Series for the Fermi function and for Im psi; Lorentzian average
index = np.arange(400000)
omega = (2 * index + 1) * np.pi * KT
x = 0.37
series = 0.5 - 2 * KT * np.sum(x / (x**2 + omega**2))
assert abs(series - fermi(x, 0.0, KT)) < 1e-5    # truncated tail
z = z_argument(E0, G, MUL, KT)
series = np.sum(z.imag / ((index + z.real)**2 + z.imag**2))
assert abs(series - digamma(z).imag) < 1e-5      # truncated tail
delta, w0 = E0 - MUL, np.pi * KT


def averaged_term(theta):
    shifted = delta + G / 2 * np.tan(theta)
    return shifted / (shifted**2 + w0**2) / np.pi


average = quad(averaged_term, -np.pi / 2, np.pi / 2, limit=200)[0]
assert abs(average - delta / (delta**2 + (w0 + G / 2)**2)) < 1e-7


# Exact time evolution with finite leads, started from a decoupled level
def finite_leads(half_band, spacing, time, start, probe=None):
    count = int(round(2 * half_band / spacing))
    grid = -half_band + spacing * (np.arange(count) + 0.5)
    hop_l = np.sqrt(GL * spacing / (2 * np.pi))
    hop_r = np.sqrt(GR * spacing / (2 * np.pi))
    ham = np.diag(np.concatenate(([E0], grid, grid)))
    ham[0, 1:count + 1] = ham[1:count + 1, 0] = hop_l
    ham[0, count + 1:] = ham[count + 1:, 0] = hop_r
    levels, vecs = np.linalg.eigh(ham)
    filled = np.concatenate(([start], fermi(grid, MUL, KT),
                             fermi(grid, MUR, KT)))
    phase = np.exp(-1j * levels * time)
    row = (vecs[0] * phase) @ vecs.T
    left = (hop_l * vecs[1:count + 1].sum(axis=0) * phase) @ vecs.T
    occ = np.sum(abs(row)**2 * filled)
    flow = 2 * np.sum(row.conj() * left * filled).imag
    memory = abs(row[0])**2      # weight of the initial level occupation
    if probe is None:
        return occ, flow, memory, None
    delays = 0.1 * np.arange(601)
    later = (vecs[0] * np.exp(-1j * np.outer(time + delays, levels))) @ vecs.T
    lesser = later @ (row.conj() * filled)
    spectral = later @ row.conj()
    weight = np.ones(len(delays))
    weight[0] = 0.5
    kernel = np.exp(1j * np.outer(probe, delays)) * weight
    return occ, flow, memory, (kernel @ lesser).real / (kernel @ spectral).real


def distribution(energy):
    return (GL * fermi(energy, MUL, KT) + GR * fermi(energy, MUR, KT)) / G


probe = np.array([-1.0, -0.5, 0.0, 0.5, 1.0])
TIME, SPACING, BAND1, BAND2 = 40.0, 0.05, 10.0, 20.0
n1, j1, mem1, f_sim = finite_leads(BAND1, SPACING, TIME, 1.0, probe)
n2, j2, mem2, _ = finite_leads(BAND2, SPACING, TIME, 1.0)
f_formula = distribution(probe)
assert np.max(abs(f_sim - f_formula)) < 1e-3     # finite time window
assert max(mem1, mem2) < 1e-5
prefactor = GL * GR / G
for band, n_b, j_b in ((BAND1, n1, j1), (BAND2, n2, j2)):
    assert abs(n_b - n_closed) < G / (np.pi * band)      # band-edge error
    assert abs(j_b - j_closed) / prefactor < G / (np.pi * band)
n_ext, j_ext = 2 * n2 - n1, 2 * j2 - j1          # removes the 1/band error
assert abs(n_ext - n_closed) < 1e-3              # second order in G/band
assert abs(j_ext - j_closed) / prefactor < 1e-3


# F is not thermal: the energy scale of ln(1/F - 1) depends on energy
def thermal_scale(energy, step=1e-4):
    up, down = distribution(energy + step), distribution(energy - step)
    return 2 * step / (np.log(1 / up - 1) - np.log(1 / down - 1))


scale_mid, scale_edge = thermal_scale(0.0), thermal_scale(MUL)
assert scale_mid > 10 * scale_edge

# Limits of low temperature, weak coupling and large bias
cold = [0.5 - np.arctan(2 * (E0 - m) / G) / np.pi for m in (MUL, MUR)]
weak = [fermi(E0, m, KT) for m in (MUL, MUR)]
for m, c, w in zip((MUL, MUR), cold, weak):
    assert abs(lead_occupation(E0, G, m, 1e-4) - c) < 1e-5
    assert abs(lead_occupation(E0, 1e-7, m, KT) - w) < 1e-5
j_far = closed_forms(E0, GL, GR, 1e5, -1e5, KT, KT)[1]
assert abs(j_far / prefactor - 1) < 1e-5
n_cold = (GL * cold[0] + GR * cold[1]) / G
n_weak = (GL * weak[0] + GR * weak[1]) / G

# Linear conductance in units of e^2/h, both chemical potentials near zero
z_zero = z_argument(E0, G, 0.0, KT)
trigamma = mp.psi(1, mp.mpc(z_zero.real, z_zero.imag))
cond = prefactor * float(trigamma.real) / (np.pi * KT)
bias = 1e-3
j_small = keldysh_quadrature(E0, GL, GR, bias / 2, -bias / 2, KT, KT)[1]
assert abs(2 * np.pi * j_small / bias - cond) < 1e-4
cond_cold = GL * GR / (E0**2 + G**2 / 4)
z_cold = z_argument(E0, G, 0.0, 1e-4)
tri_cold = mp.psi(1, mp.mpc(z_cold.real, z_cold.imag))
assert abs(prefactor * float(tri_cold.real) / (np.pi * 1e-4)
           - cond_cold) < 1e-4

z_l, z_r = z_argument(E0, G, MUL, KT), z_argument(E0, G, MUR, KT)
n_l, n_r = (lead_occupation(E0, G, m, KT) for m in (MUL, MUR))
print(f"Gamma_L, Gamma_R, Gamma = {GL:.2f}, {GR:.2f}, {G:.2f} meV")
print(f"level energy e0 = {E0:.2f} meV")
print(f"mu_L, mu_R = {MUL:.2f}, {MUR:.2f} meV")
print(f"temperature = {TEMP:.1f} K, kB T = {KT:.6f} meV")
print(f"2 pi kB T = {2 * np.pi * KT:.6f} meV")
for e_p, f_f, f_s in zip(probe, f_formula, f_sim):
    print(f"E = {e_p:5.2f} meV: F formula {f_f:.5f}, evolution {f_s:.5f}")
print(f"plateau value Gamma_L/Gamma = {GL / G:.4f}")
print(f"inverse slope of ln(1/F-1) at E=0: {scale_mid:.3f} meV")
print(f"inverse slope of ln(1/F-1) at E=mu_L: {scale_edge:.4f} meV")
print(f"z_L = {z_l.real:.5f} + i ({z_l.imag:.5f})")
print(f"z_R = {z_r.real:.5f} + i ({z_r.imag:.5f})")
print(f"Im psi(z_L) = {digamma(z_l).imag:.5f}")
print(f"Im psi(z_R) = {digamma(z_r).imag:.5f}")
print(f"n_L, n_R = {n_l:.5f}, {n_r:.5f}")
print(f"occupation n, digamma = {n_closed:.6f}")
print(f"occupation n, quadrature = {n_quad:.6f}")
print(f"e Gamma_L Gamma_R/(hbar Gamma) = {prefactor * NANOAMP:.4f} nA")
print(f"current I, digamma = {j_closed * NANOAMP:.5f} nA")
print(f"current I, quadrature = {j_quad * NANOAMP:.5f} nA")
print(f"electron rate I/e = {j_closed * MEV / const.hbar:.4e} 1/s")
print(f"evolution: time = {TIME:.0f} hbar/meV"
      f" = {TIME * const.hbar / MEV * 1e12:.2f} ps")
print(f"evolution: lead level spacing = {SPACING:.2f} meV")
print(f"evolution: weight of initial occupation = {mem2:.1e}")
for band, n_b, j_b in ((BAND1, n1, j1), (BAND2, n2, j2)):
    print(f"band +-{band:.0f} meV: n = {n_b:.5f}, I = {j_b * NANOAMP:.4f} nA")
print(f"extrapolated: n = {n_ext:.5f}, I = {j_ext * NANOAMP:.4f} nA")
print(f"T=0 formula: n_L, n_R, n = {cold[0]:.5f}, {cold[1]:.5f}, {n_cold:.5f}")
print(f"T=0 formula: I = {prefactor * (cold[0] - cold[1]) * NANOAMP:.4f} nA")
print(f"weak coupling: n_L, n_R, n = {weak[0]:.5f}, {weak[1]:.5f}, {n_weak:.5f}")
print(f"weak coupling: I = {prefactor * (weak[0] - weak[1]) * NANOAMP:.4f} nA")
print(f"linear conductance at mu=0, T=1 K: {cond:.5f} e^2/h"
      f" = {cond * const.e**2 / const.h * 1e6:.4f} microsiemens")
print(f"linear conductance at mu=0, T=0: {cond_cold:.5f} e^2/h")
print("every check passed")
```

Running it gives:

```
Gamma_L, Gamma_R, Gamma = 0.30, 0.10, 0.40 meV
level energy e0 = 0.20 meV
mu_L, mu_R = 0.50, -0.50 meV
temperature = 1.0 K, kB T = 0.086173 meV
2 pi kB T = 0.541443 meV
E = -1.00 meV: F formula 0.99925, evolution 0.99925
E = -0.50 meV: F formula 0.87499, evolution 0.87499
E =  0.00 meV: F formula 0.74849, evolution 0.74849
E =  0.50 meV: F formula 0.37500, evolution 0.37500
E =  1.00 meV: F formula 0.00226, evolution 0.00225
plateau value Gamma_L/Gamma = 0.7500
inverse slope of ln(1/F-1) at E=0: 5.403 meV
inverse slope of ln(1/F-1) at E=mu_L: 0.1077 meV
z_L = 0.86938 + i (-0.55407)
z_R = 0.86938 + i (1.29284)
Im psi(z_L) = -0.89382
Im psi(z_R) = 1.27770
n_L, n_R = 0.78451, 0.09330
occupation n, digamma = 0.611708
occupation n, quadrature = 0.611708
e Gamma_L Gamma_R/(hbar Gamma) = 18.2560 nA
current I, digamma = 12.61883 nA
current I, quadrature = 12.61883 nA
electron rate I/e = 7.8761e+10 1/s
evolution: time = 40 hbar/meV = 26.33 ps
evolution: lead level spacing = 0.05 meV
evolution: weight of initial occupation = 1.0e-07
band +-10 meV: n = 0.61104, I = 12.7088 nA
band +-20 meV: n = 0.61135, I = 12.6638 nA
extrapolated: n = 0.61167, I = 12.6187 nA
T=0 formula: n_L, n_R, n = 0.81283, 0.08859, 0.63177
T=0 formula: I = 13.2219 nA
weak coupling: n_L, n_R, n = 0.97015, 0.00030, 0.72769
weak coupling: I = 17.7057 nA
linear conductance at mu=0, T=1 K: 0.39881 e^2/h = 15.4501 microsiemens
linear conductance at mu=0, T=0: 0.37500 e^2/h
every check passed
```
